# Ghost interactions in the Hartree energy of a one-electron ensemble: a numerical check

```python
"""
Ghost interactions in a one-electron, two-state ensemble (hartree atomic units).

Result under test: for weights (1-w, w) on orthonormal orbitals phi0, phi1 of ONE
electron, the true repulsion is zero, but
  Hartree[n_w] + exchange[gamma_w]         = + w(1-w) G,  G = J01 - K01
  Hartree[n_w] + state-averaged exchange   = - w(1-w) D,  D = Hartree[n0 - n1]
n_w: ensemble density; gamma_w: ensemble one-body density matrix;
Jij: Coulomb integral of densities ni, nj; K01: exchange integral.
Example: hydrogen 1s and 2s, same spin. P(r) = r R(r) are radial functions.
For s orbitals the angular average of 1/|r-r'| is 1/max(r,r').
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

hartree_in_ev = physical_constants["Hartree energy in eV"][0]

# ---------- exact orbitals and exact Coulomb integrals (symbolic) ----------
r, x = sp.symbols("r x", positive=True)
P_sym = [2 * r * sp.exp(-r),
         r * (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)]
eps_sym = [-sp.Rational(1, 2), -sp.Rational(1, 8)]


def integral_to_infinity(expression):
    return sp.simplify(sp.integrate(sp.expand(expression), (r, 0, sp.oo)))


for P, eps in zip(P_sym, eps_sym):
    residual = -sp.diff(P, r, 2) / 2 - P / r - eps * P
    assert sp.simplify(residual) == 0
    assert integral_to_infinity(P**2) == 1
assert integral_to_infinity(P_sym[0] * P_sym[1]) == 0


def coulomb_exact(p, s):
    """Repulsion of two spherical charge distributions from enclosed charges."""
    p, s = sp.expand(p), sp.expand(s)
    p_inside = sp.integrate(p.subs(r, x), (x, 0, r))
    s_inside = sp.integrate(s.subs(r, x), (x, 0, r))
    return integral_to_infinity(sp.expand(p / r) * s_inside
                                + sp.expand(s / r) * p_inside)


J00_sym = coulomb_exact(P_sym[0]**2, P_sym[0]**2)
J11_sym = coulomb_exact(P_sym[1]**2, P_sym[1]**2)
J01_sym = coulomb_exact(P_sym[0]**2, P_sym[1]**2)
K01_sym = coulomb_exact(P_sym[0] * P_sym[1], P_sym[0] * P_sym[1])
J00, J11, J01, K01 = [float(v) for v in (J00_sym, J11_sym, J01_sym, K01_sym)]
G = J01 - K01
D = (J00 + J11) / 2 - J01
gap = float(eps_sym[1] - eps_sym[0])

# ---------- direct quadrature from the definitions ----------
nodes, weights = np.polynomial.legendre.leggauss(240)
r_grid, r_wt = 35 * (nodes + 1), 35 * weights
nodes, weights = np.polynomial.legendre.leggauss(160)
t_grid, t_wt = (nodes + 1) / 2, weights / 2
outer = r_grid[:, None]
inner = outer * t_grid[None, :]          # r' = r t covers the region r' < r
P_num = [sp.lambdify(r, P, "numpy") for P in P_sym]
dP_num = [sp.lambdify(r, sp.diff(P, r), "numpy") for P in P_sym]


def half_repulsion(f):
    """Half the double integral of symmetric f(r,r')/max(r,r')."""
    return float(r_wt @ (f(outer, inner) @ t_wt))


def density(w, s):
    return (1 - w) * P_num[0](s)**2 + w * P_num[1](s)**2


def hartree(w):
    return half_repulsion(lambda a, b: density(w, a) * density(w, b))


def exchange_matrix(w):
    def gamma(a, b):
        return ((1 - w) * P_num[0](a) * P_num[0](b)
                + w * P_num[1](a) * P_num[1](b))
    return -half_repulsion(lambda a, b: gamma(a, b)**2)


def exchange_state(i):
    return -half_repulsion(lambda a, b: (P_num[i](a) * P_num[i](b))**2)


state_exchange = [exchange_state(0), exchange_state(1)]


def exchange_average(w):
    return (1 - w) * state_exchange[0] + w * state_exchange[1]


one_body = [float(r_wt @ (dP_num[i](r_grid)**2 / 2
                          - P_num[i](r_grid)**2 / r_grid)) for i in (0, 1)]


def energy(w, exchange):
    return ((1 - w) * one_body[0] + w * one_body[1]
            + hartree(w) + exchange(w))


tol = 1e-9
for w in (0.0, 0.1, 0.25, 0.5, 0.8, 1.0):
    expanded = (1-w)**2 * J00 / 2 + w**2 * J11 / 2 + w * (1-w) * J01
    assert abs(hartree(w) - expanded) < tol
    assert abs(hartree(w) + exchange_matrix(w) - w * (1-w) * G) < tol
    assert abs(hartree(w) + exchange_average(w) + w * (1-w) * D) < tol

# G is the repulsion in a two-electron determinant.
determinant = half_repulsion(
    lambda a, b: (P_num[0](a) * P_num[1](b) - P_num[1](a) * P_num[0](b))**2)
assert abs(determinant - G) < tol and G > 0

# D is the electrostatic field energy of the neutral difference density.
difference = P_num[0](inner)**2 - P_num[1](inner)**2
enclosed = r_grid * (difference @ t_wt)
field_energy = float(r_wt @ (enclosed**2 / r_grid**2)) / 2
assert abs(field_energy - D) < tol and D > 0

# ---------- Fock space of the two same-spin orbitals ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
annihilate = [np.kron(lower, np.eye(2)),
              np.kron(np.diag([1.0, -1.0]), lower)]
create = [a.T for a in annihilate]
W = np.zeros((4, 4))
for i in range(2):
    for j in range(2):
        for k in range(2):
            for m in range(2):
                def pair(a, b):
                    return (P_num[i](a) * P_num[j](a)
                            * P_num[k](b) * P_num[m](b)
                            + P_num[i](b) * P_num[j](b)
                            * P_num[k](a) * P_num[m](a))
                value = half_repulsion(pair)   # both orderings: full integral
                W += 0.5 * value * (create[i] @ create[k]
                                    @ annihilate[m] @ annihilate[j])


def one_electron_ensemble(w):
    return np.diag([0.0, w, 1 - w, 0.0])       # order: 00, 01, 10, 11


def independent_occupations(w):
    return np.kron(np.diag([w, 1 - w]), np.diag([1 - w, w]))


def one_body_matrix(state):
    return np.array([[np.trace(state @ create[i] @ annihilate[j])
                      for j in range(2)] for i in range(2)])


for w in (0.1, 0.25, 0.5):
    true_state, product = one_electron_ensemble(w), independent_occupations(w)
    assert np.allclose(one_body_matrix(true_state), one_body_matrix(product))
    assert abs(np.trace(true_state @ W)) < 1e-12
    assert abs(np.trace(product @ W)
               - hartree(w) - exchange_matrix(w)) < tol


# ---------- apparent excitation energies at frozen orbitals ----------
def slope(w, exchange, h=0.1):
    """Three-point forward derivative, exact for a quadratic function."""
    e0, e1, e2 = [energy(w + k * h, exchange) for k in range(3)]
    return (-3 * e0 + 4 * e1 - e2) / (2 * h)


for w in (0.0, 0.25, 0.5):
    assert abs(slope(w, exchange_matrix) - gap - (1 - 2*w) * G) < 1e-7
    assert abs(slope(w, exchange_average) - gap + (1 - 2*w) * D) < 1e-7

# ---------- printed worked example ----------
print("Hydrogen 1s/2s, one spin-up electron; energies in hartree")
print(f"1s energy = {one_body[0]:.6f}")
print(f"2s energy = {one_body[1]:.6f}")
print(f"true excitation energy = {gap:.6f}")
print(f"J00 = {J00_sym} = {J00:.6f}")
print(f"J11 = {J11_sym} = {J11:.6f}")
print(f"J01 = {J01_sym} = {J01:.6f}")
print(f"K01 = {K01_sym} = {K01:.6f}")
print(f"G = J01-K01 = {J01_sym - K01_sym} = {G:.6f}")
print(f"determinant repulsion by quadrature = {determinant:.6f}")
print(f"D = Hartree[n0-n1] = {D:.6f}")
print(f"D from field energy = {field_energy:.6f}")
w = 0.25
print(f"Pieces at w = {w}")
print(f"  1s self term, (1-w)^2 J00/2 = {(1-w)**2 * J00 / 2:.6f}")
print(f"  2s self term, w^2 J11/2 = {w**2 * J11 / 2:.6f}")
print(f"  cross term, w(1-w) J01 = {w * (1-w) * J01:.6f}")
print(f"  Hartree[n_w] by quadrature = {hartree(w):.6f}")
print(f"  state-averaged Hartree = {(1-w) * hartree(0) + w * hartree(1):.6f}")
print(f"  exchange from gamma_w = {exchange_matrix(w):.6f}")
print(f"  state-averaged exchange = {exchange_average(w):.6f}")
true_repulsion = np.trace(one_electron_ensemble(w) @ W)
product_repulsion = np.trace(independent_occupations(w) @ W)
print(f"  true ensemble repulsion = {abs(true_repulsion):.6f}")
print(f"  double-occupation probability = {independent_occupations(w)[3, 3]:.4f}")
print(f"  repulsion, independent occupations = {product_repulsion:.6f}")
print("A: Hartree[n_w] + exchange from gamma_w")
print("B: Hartree[n_w] + state-averaged exchange")
for w in (0.0, 0.25, 0.5):
    ghost_a = hartree(w) + exchange_matrix(w)
    ghost_b = hartree(w) + exchange_average(w)
    exact_energy = (1 - w) * one_body[0] + w * one_body[1]
    print(f"w = {w:.2f}: exact ensemble energy = {exact_energy:.6f}")
    print(f"  energy error: A = {ghost_a + 0.0:.6f}, B = {ghost_b + 0.0:.6f}")
    print(f"  slope dE/dw: A = {slope(w, exchange_matrix):.6f}, "
          f"B = {slope(w, exchange_average):.6f}")
print("Main results in eV")
print(f"  true excitation energy = {gap * hartree_in_ev:.3f}")
print(f"  slope at w=0, A = {slope(0.0, exchange_matrix) * hartree_in_ev:.3f}")
print(f"  slope at w=0, B = {slope(0.0, exchange_average) * hartree_in_ev:.3f}")
print(f"  energy error at w=0.5, A = {G / 4 * hartree_in_ev:.3f}")
print(f"  energy error at w=0.5, B = {-D / 4 * hartree_in_ev:.3f}")
print("no test failed")
```

It prints:

```
Hydrogen 1s/2s, one spin-up electron; energies in hartree
1s energy = -0.500000
2s energy = -0.125000
true excitation energy = 0.375000
J00 = 5/8 = 0.625000
J11 = 77/512 = 0.150391
J01 = 17/81 = 0.209877
K01 = 16/729 = 0.021948
G = J01-K01 = 137/729 = 0.187929
determinant repulsion by quadrature = 0.187929
D = Hartree[n0-n1] = 0.177819
D from field energy = 0.177819
Pieces at w = 0.25
  1s self term, (1-w)^2 J00/2 = 0.175781
  2s self term, w^2 J11/2 = 0.004700
  cross term, w(1-w) J01 = 0.039352
  Hartree[n_w] by quadrature = 0.219833
  state-averaged Hartree = 0.253174
  exchange from gamma_w = -0.184596
  state-averaged exchange = -0.253174
  true ensemble repulsion = 0.000000
  double-occupation probability = 0.1875
  repulsion, independent occupations = 0.035237
A: Hartree[n_w] + exchange from gamma_w
B: Hartree[n_w] + state-averaged exchange
w = 0.00: exact ensemble energy = -0.500000
  energy error: A = 0.000000, B = 0.000000
  slope dE/dw: A = 0.562929, B = 0.197181
w = 0.25: exact ensemble energy = -0.406250
  energy error: A = 0.035237, B = -0.033341
  slope dE/dw: A = 0.468964, B = 0.286091
w = 0.50: exact ensemble energy = -0.312500
  energy error: A = 0.046982, B = -0.044455
  slope dE/dw: A = 0.375000, B = 0.375000
Main results in eV
  true excitation energy = 10.204
  slope at w=0, A = 15.318
  slope at w=0, B = 5.366
  energy error at w=0.5, A = 1.278
  energy error at w=0.5, B = -1.210
no test failed
```
